# The MP2 Hylleraas functional and its Fock term as a density trace

## The decision at stake

An MP2 calculation in localized orbitals has to solve coupled equations for its amplitudes. If the iteration is stopped early, or couplings between electron pairs are dropped, two energies can be formed from the same imperfect amplitudes: the sum of pair energies, or the full Hylleraas functional. Which should be reported?

The functional has an error quadratic in the amplitude error; the pair sum in general has a linear one, and for some kinds of imperfect amplitudes, named below, the two energies coincide. The functional is twice the pair sum plus one further term: the Fock matrix contracted with a density built from the amplitudes, which at the solution is the correlation part of the unrelaxed MP2 density. That term can therefore be evaluated from two small density blocks. These notes derive that identity, state which density it involves, and apply it to methane. The algebra is in atomic units.

## Partition and functional

Let $\Phi_0$ be a Hartree–Fock determinant. Indices $i,j,k,l$ denote occupied spin orbitals, $a,b,c,d$ virtual ones, and $p,q,r,s$ either kind. The letter $p$ also stands for the operator that annihilates an electron in orbital $p$, and $p^\dagger$ creates one. Write

$$H=F+V,\qquad F=\sum_{pq}f_{pq}\,p^\dagger q,\qquad E_0=\sum_i f_{ii}.$$

For Hartree–Fock orbitals $f_{ia}=0$, hence $F\Phi_0=E_0\Phi_0$. The occupied and virtual blocks of $f$ need not be diagonal.

The first-order wavefunction contains no single excitations. Indeed $\langle\Phi_i^a|H|\Phi_0\rangle=f_{ai}$ and $\langle\Phi_i^a|F|\Phi_0\rangle=f_{ai}$, so their difference, the matrix element of $V$, is zero. We therefore write

$$\Psi_1=\tfrac14\sum_{ijab}t_{ij}^{ab}\,\Phi_{ij}^{ab},\qquad \Phi_{ij}^{ab}=a^\dagger b^\dagger j\,i\,\Phi_0 .$$

The amplitudes change sign under $i\leftrightarrow j$ or $a\leftrightarrow b$, as the determinants do. Each distinct determinant appears four times in the sum, which the factor $\tfrac14$ corrects.

The Hylleraas functional is

$$J[t]=2\,\mathrm{Re}\langle\Psi_1|V|\Phi_0\rangle+\langle\Psi_1|F-E_0|\Psi_1\rangle. \tag{1}$$

For the exact first-order function, projection of the first-order equation on the doubles gives $\langle\Phi_{ij}^{ab}|F-E_0|\Psi_1\rangle=-\langle\Phi_{ij}^{ab}|V|\Phi_0\rangle$. The second term of (1) is then $-\langle\Psi_1|V|\Phi_0\rangle$, and $J=\langle\Psi_1|V|\Phi_0\rangle=E_2$, the MP2 correlation energy. Until stationarity is imposed below, $t$ is arbitrary.

## The linear term

A one-body operator replaces at most one orbital, so it cannot connect $\Phi_0$ to a double excitation. What remains of $V$ is the electron repulsion

$$W=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,p^\dagger q^\dagger s\,r .$$

To reach $\Phi_{ij}^{ab}$, the pair $(p,q)$ must be $a,b$ in some order and $(r,s)$ must be $i,j$ in some order. The choice $p=a,q=b,r=i,s=j$ gives $\langle ab\|ij\rangle\,\Phi_{ij}^{ab}$. Exchanging $p$ with $q$, or $r$ with $s$, reverses the sign of both integral and operator string, so all four choices are equal and cancel the $\tfrac14$. Thus

$$\langle\Psi_1|V|\Phi_0\rangle=\tfrac14\sum_{ijab}(t_{ij}^{ab})^*\langle ab\|ij\rangle. \tag{2}$$

## The Fock term

### Subtracting the reference energy

For occupied orbitals, $i^\dagger j=\delta_{ij}-j\,i^\dagger$. Inserting this in $F$ produces $\sum_i f_{ii}=E_0$, which cancels the subtraction:

$$F-E_0=\sum_{ab}f_{ab}\,a^\dagger b-\sum_{ij}f_{ij}\,j\,i^\dagger+\sum_{ia}\left(f_{ia}\,i^\dagger a+f_{ai}\,a^\dagger i\right).$$

The last sum changes the number of excited electrons by one, so its expectation value in a function made of doubles alone is zero, even if $f_{ia}\ne0$. Define

$$D_{ab}=\langle\Psi_1|a^\dagger b|\Psi_1\rangle,\qquad D_{ij}=-\langle\Psi_1|j\,i^\dagger|\Psi_1\rangle,\qquad D_{ia}=D_{ai}=0.$$

Then

$$\boxed{\langle\Psi_1|F-E_0|\Psi_1\rangle=\sum_{ij}f_{ij}D_{ij}+\sum_{ab}f_{ab}D_{ab}=\sum_{pq}f_{pq}D_{pq}} \tag{3}$$

With the convention $D_{pq}\sim\langle p^\dagger q\rangle$ this is $\mathrm{Tr}(fD^{T})$; for real orbitals and amplitudes $D$ is symmetric and it is $\mathrm{Tr}(fD)$. We now express $D$ in amplitudes.

### Virtual block

Move $b$ to the right through the two creation operators:

$$b\,c^\dagger d^\dagger=\delta_{bc}d^\dagger-\delta_{bd}c^\dagger+c^\dagger d^\dagger b .$$

The last term vanishes on $j\,i\,\Phi_0$, which has no virtual electron. By antisymmetry of $t$ the other two contribute equally:

$$b\,\Psi_1=\tfrac12\sum_{ijc}t_{ij}^{bc}\,c^\dagger j\,i\,\Phi_0 .$$

The overlap of $c^\dagger j\,i\,\Phi_0$ with $c'^\dagger l\,k\,\Phi_0$ is $\delta_{cc'}(\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk})$. Its two parts again contribute equally, so the prefactor is $\tfrac12\cdot\tfrac12\cdot2=\tfrac12$:

$$D_{ab}=\langle a\Psi_1|b\Psi_1\rangle=\tfrac12\sum_{ijc}(t_{ij}^{ac})^*t_{ij}^{bc}. \tag{4}$$

### Occupied block

The operator $i^\dagger$ passes $a^\dagger b^\dagger$ with two sign changes, that is, none in total. Since $i^\dagger\Phi_0=0$,

$$i^\dagger\,l\,k\,\Phi_0=\delta_{il}\,k\,\Phi_0-\delta_{ik}\,l\,\Phi_0 .$$

With $\Psi_1=\tfrac14\sum t_{kl}^{ab}a^\dagger b^\dagger l\,k\,\Phi_0$, the first term brings $t_{ki}^{ab}=-t_{ik}^{ab}$ and the second brings $-t_{il}^{ab}$. Together,

$$i^\dagger\Psi_1=-\tfrac12\sum_{kab}t_{ik}^{ab}\,a^\dagger b^\dagger k\,\Phi_0 .$$

The two minus signs cancel in the overlap, and the two orderings of $a,b$ supply a factor 2. The minus sign in the definition of $D_{ij}$ stays:

$$D_{ij}=-\langle j^\dagger\Psi_1|i^\dagger\Psi_1\rangle=-\tfrac12\sum_{kab}(t_{jk}^{ab})^*t_{ik}^{ab}. \tag{5}$$

Setting the free indices equal and summing gives

$$\sum_aD_{aa}=-\sum_iD_{ii}=\tfrac12\sum_{ijab}|t_{ij}^{ab}|^2=2\langle\Psi_1|\Psi_1\rangle .$$

The number of electrons is conserved, and each double excitation promotes two of them.

## Which density this is

Expand the wavefunction as $\Phi_0+\Psi_1+\Psi_2$, with the corrections orthogonal to $\Phi_0$. To second order, the normalized expectation value of $p^\dagger q$ changes by

$$\langle\Psi_1|p^\dagger q|\Psi_1\rangle-\langle\Phi_0|p^\dagger q|\Phi_0\rangle\langle\Psi_1|\Psi_1\rangle$$

plus terms linking $\Phi_0$ to $\Psi_2$. In the occupied and virtual blocks those linking terms vanish, because $p^\dagger q$ then turns $\Phi_0$ into a multiple of itself or into zero. The displayed expression is $D_{pq}$. When $t$ solves the MP2 equations, $D$ is therefore the correlation part of the unrelaxed MP2 density.

Two qualifications follow. First, the full unrelaxed density also contains the reference density, whose trace with $f$ is $E_0$; the identity concerns the correlation part. Second, $\Psi_2$ can contain singles, which would give an occupied–virtual block. The unrelaxed density used here omits that block, and since $f_{ia}=0$ its inclusion would not alter the trace.

## Closed-shell form

For real spatial orbitals, let $K_{ij}^{ab}=(ia|jb)$, and let spatial amplitudes obey $t_{ij}^{ab}=t_{ji}^{ba}$. With spin labels $\sigma,\tau,\mu,\nu$ on $i,j,a,b$, the spin-orbital amplitude is

$$t_{ij}^{ab}\,\delta_{\sigma\mu}\delta_{\tau\nu}-t_{ij}^{ba}\,\delta_{\sigma\nu}\delta_{\tau\mu},$$

and $\langle ab\|ij\rangle$ has the same form with $K$ in place of $t$. In a product of two such objects, matching delta patterns give 4 on summing over spins, and crossed patterns give 2. The linear term of $J$, twice (2), becomes

$$\tfrac12\sum_{ijab}\left(4t_{ij}^{ab}K_{ij}^{ab}+4t_{ij}^{ba}K_{ij}^{ba}-2t_{ij}^{ab}K_{ij}^{ba}-2t_{ij}^{ba}K_{ij}^{ab}\right)=2\sum_{ijab}\tilde t_{ij}^{ab}K_{ij}^{ab},$$

where $\tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}$ and summation indices were renamed. The same count of 4 and 2 in (4) and (5), with $t_{ij}^{ab}=t_{ji}^{ba}$ used to merge equal terms, gives the spin-summed blocks

$$D_{ab}=2\sum_{ijc}\tilde t_{ij}^{ac}t_{ij}^{bc},\qquad D_{ij}=-2\sum_{kab}\tilde t_{ik}^{ab}t_{jk}^{ab}. \tag{6}$$

The functional is

$$J[t]=2\sum_{ijab}\tilde t_{ij}^{ab}K_{ij}^{ab}+\sum_{ij}f_{ij}D_{ij}+\sum_{ab}f_{ab}D_{ab}. \tag{7}$$

## Orbital invariance

Rotate the occupied orbitals by an orthogonal matrix $U$ and the virtual ones by another, $X$. Each index of $t$, $K$ and $f$ acquires one factor of the matching matrix. In (6), every summed index occurs twice, so its factors combine to $UU^T=1$ or $XX^T=1$. The free indices remain, and $D_{\rm vir}\to X^TD_{\rm vir}X$. Then

$$\mathrm{Tr}(X^Tf_{\rm vir}X\,X^TD_{\rm vir}X)=\mathrm{Tr}(f_{\rm vir}D_{\rm vir}),$$

and likewise for the occupied block and the linear term. Thus $J$ is invariant. The pair energy

$$e_{ij}=\sum_{ab}\tilde t_{ij}^{ab}K_{ij}^{ab}$$

is not: $i$ and $j$ are not summed, so their rotation factors do not cancel.

Invariance also settles the role of orbital relaxation when all electrons are correlated. Rotations within the two blocks do not affect $J$, so the remaining orbital constraint is $f_{ai}=0$. Adding it with multipliers, $\sum_{ai}z_{ai}f_{ai}$, contributes an occupied–virtual block to the relaxed density. Its contraction with the Hartree–Fock matrix is zero, so relaxed and unrelaxed densities give the same trace with $f$. They can still give different values for other one-electron operators.

## Stationarity and the value of the trace

Define the linear map

$$(At)_{ij}^{ab}=\sum_c\left(f_{ac}t_{ij}^{cb}+f_{bc}t_{ij}^{ac}\right)-\sum_k\left(f_{ik}t_{kj}^{ab}+f_{jk}t_{ik}^{ab}\right)$$

and the product $(x,y)=\sum_{ijab}\tilde x_{ij}^{ab}y_{ij}^{ab}$. By (6), the first term of $A$ contributes $\tfrac12\sum f_{ac}D_{ac}$ to $(t,At)$. The second contributes the same after renaming $i\leftrightarrow j$, $a\leftrightarrow b$. The two occupied terms similarly add to $\sum f_{ik}D_{ik}$. Hence

$$J[t]=2(t,K)+(t,At). \tag{8}$$

The product is symmetric. It is also positive: split $x$ into parts even and odd under exchange of $a$ and $b$; the tilde multiplies them by $2-1=1$ and $2+1=3$. Since $f$ is symmetric and $A$ commutes with that exchange, $(x,Ay)=(y,Ax)$. Therefore

$$J[t+\delta]=J[t]+2(\delta,K+At)+(\delta,A\delta). \tag{9}$$

The linear change vanishes for every $\delta$ when

$$R=K+At=0. \tag{10}$$

These are the MP2 amplitude equations in non-canonical orbitals; an off-diagonal $f_{ik}$ couples pair $ij$ to pair $kj$. Inserting $At=-K$ in (8),

$$\mathrm{Tr}(fD)=-(t,K)=-E_2,\qquad J=2E_2-E_2=E_2. \tag{11}$$

For $E_2<0$ the trace is positive: promotion raises the expectation value of $F$, and this cost cancels half of the linear gain.

In canonical orbitals $A$ multiplies by the gap $\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. If all gaps are positive, $(\delta,A\delta)>0$ for $\delta\neq0$, and (9) makes $J$ an upper bound to $E_2$. It is not thereby a bound to the exact correlation energy. If a gap tends to zero while its integral does not, the amplitude $-K/\Delta$ diverges and second-order theory fails. If a gap is negative, the stationary point is no longer a minimum.

The relation $\mathrm{Tr}(fD)=-J$ is a weak convergence check. Scale any trial by $s$: $J=sL+s^2T$, with $L$ the linear and $T$ the Fock term. An optimal scale requires $L+2T=0$ at $s=1$, hence $T=-J$. Amplitudes with a good overall scale but a wrong shape satisfy it too. The residual $R$ is the proper criterion.

Finally, change $f$ by $\lambda h$ within its diagonal blocks, holding orbitals and $K$ fixed. Because $J$ is stationary in $t$, the amplitude response drops out at first order and

$$\frac{dE_2}{d\lambda}\bigg|_{\lambda=0}=\sum_{pq}h_{pq}D_{pq}.$$

This is the sense in which $D$ is unrelaxed: it gives the response with frozen orbitals.

## Methane in bond orbitals

Take tetrahedral CH$_4$ with a chosen C–H length of 1.09 Å, in the cc-pVDZ basis, with all five occupied orbitals correlated. The correlation energy is $E_2=-4.466$ eV ($-0.16413$ hartree). The two parts of the functional are

$$J=-8.932+4.466=-4.466\ \text{eV}.$$

The second is $\mathrm{Tr}(fD)=-E_2$, as (11) requires. The norm $\langle\Psi_1|\Psi_1\rangle$ is 0.0545, so $2\times0.0545=0.109$ electrons are promoted. The ratio

$$\frac{\mathrm{Tr}(fD)}{\langle\Psi_1|\Psi_1\rangle}=\frac{4.466}{0.05448}\approx82\ \text{eV}$$

is, in canonical orbitals, an average of the double-excitation gaps weighted by the squared spin-orbital amplitudes. The smallest gap is 40 eV, so the bound applies.

**Coupling.** The four valence orbitals, one of symmetry $a_1$ at $-25.633$ eV and three of symmetry $t_2$ at $-14.764$ eV, can be rotated into four equivalent bond orbitals. Their Fock block has equal diagonal elements $\alpha$ and equal couplings $\beta$. The in-phase combination has energy $\alpha+3\beta$ and the other three $\alpha-\beta$, so

$$\beta=\frac{-25.633+14.764}{4}=-2.717\ \text{eV},\qquad \alpha=-14.764-2.717=-17.481\ \text{eV}.$$

**The trace.** In this basis the diagonal occupied, off-diagonal occupied and virtual parts are

$$1.963-0.103+2.606=4.466\ \text{eV}.$$

The core orbital is not rotated, so its Fock coupling to the bonds is zero, and the off-diagonal part is $12\beta D_{ij}$, summed over the twelve ordered pairs of different bonds, which share one value of $D_{ij}$ by symmetry. Hence $D_{ij}=-0.103/(12\times(-2.717))\approx0.0032$, while the diagonal occupied elements sum to $-0.109$, almost all of it on the four bonds at about $-0.027$ each. This small density element keeps the off-diagonal part small beside the total although $\beta$ is not small.

**Pairs.** With both orders of unequal indices included, the energies are $-0.023$ eV for the core pair, $-0.014$ eV for each core–bond pair, $-0.622$ eV within each bond, and $-0.317$ eV for each pair of bonds:

$$-0.023-4(0.014)-4(0.622)-6(0.317)\approx-4.47\ \text{eV}.$$

The canonical $a_1$ pair has $-0.209$ eV, a value with no counterpart in the bond list. The total is shared; the division depends on the orbitals.

**Dropping the coupling.** Keep the virtual orbitals canonical and write $A=\Delta+B$, where $\Delta$ now uses the diagonal elements $f_{ii}$ and $B$ contains the off-diagonal $f_{ij}$. The uncoupled amplitudes are $t_u=-K/\Delta$, with pair sum $E_u=(t_u,K)$. Since $(t_u,\Delta t_u)=-(t_u,K)$, equation (8) gives

$$J[t_u]=E_u+(t_u,Bt_u).$$

The numbers are $E_u=-4.391$ eV and $J[t_u]=-4.437$ eV, so the added trace term is $-0.046$ eV. Relative to the converged MP2 energy in this basis, the errors are

$$E_u-E_2=0.075\ \text{eV}\ (1.7\%),\qquad J[t_u]-E_2=0.029\ \text{eV}\ (0.6\%).$$

With $\delta=t_u-t$, the first error is $(\delta,K)$, linear in $\delta$, and the second is $(\delta,A\delta)$, quadratic. The quadratic error is the smaller one here, but it need not be: it can lose for large $\delta$, and also for small $\delta$ with $(\delta,K)$ near zero. By (8) and (10), $J[t]-(t,K)=(t,R)$, so the two energies are identical whenever $(t,R)=0$. This holds for optimally scaled amplitudes, for conjugate-gradient iterates started from zero, and for amplitudes solved exactly on a retained set of pairs with the other pairs set to zero; in those cases there is nothing to choose. Solving (10) with the coupling retained restores $-4.466$ eV.

For the decision posed at the start, the functional is the better energy to report from these amplitudes: its error is the smaller one here, and with positive gaps it is guaranteed not to lie below $E_2$. The price is building the blocks (6) from the amplitudes and contracting them with $f$, or forming the residual once and using $J=(t,K)+(t,R)$. For $t_u$ the residual is $Bt_u$, so the updated amplitudes $t_u-Bt_u/\Delta$ have the pair sum $E_u+(t_u,Bt_u)=J[t_u]$: the gain from the functional here equals that of one further iteration. Neither number repairs what MP2 in this basis leaves out, namely higher-order correlation and the basis-set error. The methane values are those of cc-pVDZ and are not converged in the basis. $E_2$ moves from $-4.47$ eV to $-4.66$ eV in aug-cc-pVDZ and $-5.84$ eV in cc-pVTZ, where the same-bond pair is $-0.76$ eV and the mean gap 95 eV; the smallest gap falls to 32 eV in aug-cc-pVDZ. The basis has no functions designed for core correlation: with cc-pCVDZ on carbon the core pair changes from $-0.023$ to $-0.81$ eV and $E_2$ to $-5.38$ eV. The two errors of the uncoupled amplitudes are stable across these bases, 0.07 to 0.09 eV for the pair sum and 0.03 eV for the functional. The numerical check tests identity (3) with random complex amplitudes in an explicit Fock space, and the closed-shell relations on methane.

## Table of computed values

```
Fock-space identity, relative error: 6.0e-15
CH4, RHF and MP2, cc-pVDZ; C-H length: 1.09 angstrom
Occupied / virtual spatial orbitals: 5 / 29
Largest |f_ia|: 6.0e-08 eV
Smallest double-excitation gap: 40.0328 eV
MP2 correlation energy E2: -4.4661 eV
E2 converted: -0.164128 hartree
Linear term of J: -8.9323 eV
Fock term of J = Tr(f D): 4.4661 eV
J at the solution: -4.4661 eV
Tr(f D), library density: 4.4661 eV
Reference trace, 2 sum f_ii: -750.2678 eV
Trace with full unrelaxed density: -745.8016 eV
Norm <Psi1|Psi1>: 0.054475
Electrons promoted, sum D_aa: 0.108950
Mean double-excitation energy, Tr(f D)/norm: 81.9850 eV
Frozen-orbital response, finite difference: 0.00480130 hartree
Frozen-orbital response, density: 0.00480130 hartree
Canonical valence a1 orbital energy: -25.6334 eV
Canonical valence t2 orbital energy: -14.7639 eV
Bond orbital diagonal f_ii: -17.4813 eV
Bond-bond coupling f_ij: -2.7174 eV
Trace part, occupied diagonal: 1.9634 eV
Trace part, occupied off-diagonal: -0.1030 eV
Trace part, virtual: 2.6057 eV
Pair energy, core-core: -0.0232 eV
Pair energy, core-bond (each of 4): -0.0139 eV
Pair energy, same bond (each of 4): -0.6216 eV
Pair energy, two bonds (each of 6): -0.3168 eV
Pair energy, canonical a1-a1: -0.2094 eV
Uncoupled pairs, sum of pair energies: -4.3910 eV
Uncoupled pairs, full J: -4.4374 eV
Error of uncoupled pair sum: 0.0752 eV
Error of J with uncoupled amplitudes: 0.0288 eV
Iterations for coupled localized pairs: 19
E2 from coupled localized pairs: -4.4661 eV
```
